# Why closed-shell dipole moments have almost no picture-change error

## The result

In a two-component theory the position operator is transformed together with the Hamiltonian. With $\hbar=m=e=1$ and $c$ the speed of light,

$$\mathbf r'=\mathbf r+\frac{\mathbf p\times\boldsymbol\sigma}{4c^2}+O(c^{-4}).$$

Using the untransformed $\mathbf r$ omits the second term. Two facts make this harmless for a closed shell:

- The term has no spin-free part, because the spin-free correction to a local operator is proportional to its Laplacian, and $\nabla^2\mathbf r=0$.
- The remaining spin-dependent part averages to zero when the spins are paired in scalar orbitals.

In a complete basis the dipole moment therefore has no picture-change error of order $c^{-2}$. Spin–orbit coupling disturbs the pairing and could bring the term back at order $c^{-4}$. For a Kramers pair built on a nondegenerate orbital in a smooth local potential, that order vanishes too.

## Conventions

For one electron in a local potential $V$, with energies counted from the rest energy, the Dirac equation is

$$V\psi_L+c\,\pi\psi_S=E\psi_L,\qquad c\,\pi\psi_L+(V-2c^2)\psi_S=E\psi_S,\qquad \pi=\boldsymbol\sigma\cdot\mathbf p .$$

Let $X$ be the operator that gives $\psi_S=X\psi_L$ for every electronic solution. The norm of $\psi$ is $\langle\psi_L|1+X^\dagger X|\psi_L\rangle$, so the normalized two-component state is $\phi=(1+X^\dagger X)^{1/2}\psi_L$. The Dirac expectation value of a local operator $O$ is then $\langle\phi|O'|\phi\rangle$, with

$$O'=(1+X^\dagger X)^{-1/2}\,(O+X^\dagger OX)\,(1+X^\dagger X)^{-1/2}.$$

The picture-change error is the untransformed value minus the correct one:

$$\Delta(O)=\langle\phi|O|\phi\rangle-\langle\psi|O|\psi\rangle=\langle\phi|O-O'|\phi\rangle .$$

The symmetric renormalization is part of the convention. A further rotation of $\phi$ of order $c^{-2}$ would change the division between state and operator.

To find $X$, insert $\psi_S=X\psi_L$ in the second equation and replace $E\psi_L$ by $(V+c\pi X)\psi_L$:

$$2c^2X=c\,\pi+[V,X]-c\,X\pi X .$$

The leading solution is $X_1=\pi/(2c)$. Putting it into the last two terms, with $\pi^2=p^2$ and $[V,\mathbf p]=i\nabla V$, gives

$$X=\frac{\pi}{2c}+\frac{i\boldsymbol\sigma\cdot\nabla V}{4c^3}-\frac{\pi p^2}{8c^3}+\dots$$

The expansion is justified when $p^2/c^2$ and the variation of $V/c^2$ are small.

## Contribution 1: the spin-free term of order $c^{-2}$

At this order only $X_1$ enters. Expanding the renormalization factors gives

$$O'-O=\frac{1}{4c^2}\left(\pi O\pi-\tfrac12\pi^2O-\tfrac12O\pi^2\right)=-\frac{1}{8c^2}[\pi,[\pi,O]].$$

The inner commutator is $[\pi,O]=-i\sigma_k\partial_kO$, with repeated indices summed. For the outer one, use $\sigma_j\sigma_k=\delta_{jk}+i\epsilon_{jkl}\sigma_l$:

$$[\pi,[\pi,O]]=-i\,(p_k\,\partial_kO-\partial_kO\,p_k)+\epsilon_{jkl}\sigma_l\,(p_j\,\partial_kO+\partial_kO\,p_j).$$

The first bracket equals $-i\nabla^2O$, so the first term is $-\nabla^2O$. In the second, moving $p_j$ to the right produces $-i\partial_j\partial_kO$, which is symmetric in $j,k$ and drops out against $\epsilon_{jkl}$. What is left is $2\epsilon_{jkl}\sigma_l\,\partial_kO\,p_j=-2\boldsymbol\sigma\cdot(\nabla O\times\mathbf p)$. Hence

$$O'=O+\frac{\nabla^2O}{8c^2}+\frac{\boldsymbol\sigma\cdot(\nabla O\times\mathbf p)}{4c^2}+O(c^{-4}).$$

The spin-free correction is proportional to the Laplacian of $O$, the sum of its curvatures along the three axes. A linear function has no curvature, so the correction vanishes for $O=z$.

Two other operators show what this is worth. For $r^2$ the Laplacian is 6 and the spin term is $\boldsymbol\sigma\cdot\mathbf L/(2c^2)$, with $\mathbf L=\mathbf r\times\mathbf p$. The spin term averages to zero for paired spins, and also in a real orbital, where $\langle\mathbf L\rangle=0$. What remains is $\Delta(r^2)=-6/(8c^2)=-3/(4c^2)$ per electron, which spin pairing cannot remove. The traceless quadrupole $2z^2-x^2-y^2$ has zero Laplacian, so for paired spins or a real orbital it has no error at this order.

A constant operator has no error at all, since the factors in $O'$ then multiply to one. The choice of origin therefore does not affect $\Delta(z)$.

## Contribution 2: the spin-dependent term of order $c^{-2}$

For $O=z$ the gradient is the unit vector $\mathbf e_z$, and $\boldsymbol\sigma\cdot(\mathbf e_z\times\mathbf p)=(\mathbf p\times\boldsymbol\sigma)_z$. This is the term in the opening formula. It displaces the electron perpendicular to its momentum by at most $p/(4c^2)$, depending on the spin direction. This bound is $p/(4c)$ reduced Compton wavelengths.

In a closed-shell determinant of scalar orbitals, each orbital holds both spins, and the sum over them gives

$$\sum_s\langle\mathbf p\rangle\times\langle s|\boldsymbol\sigma|s\rangle=\langle\mathbf p\rangle\times\operatorname{tr}\boldsymbol\sigma=0 .$$

The same holds for a correlated singlet. Rotating all spins by $180^\circ$ about one axis leaves a singlet unchanged but reverses the spin components along the other two axes. Every expectation value linear in the spins must therefore vanish.

Time reversal is not the reason. It reverses both $\mathbf p$ and $\boldsymbol\sigma$, so their product is even, and the two members of a Kramers pair contribute equally instead of cancelling. The two arguments above rest on the spin state instead: paired spins in scalar orbitals, or a total spin of zero.

A closed shell is sufficient but not necessary. For one electron in a scalar product state the value is $\langle\mathbf p\rangle\times\langle\boldsymbol\sigma\rangle$. With $h_0=p^2/2+V$ and $V$ local, $\mathbf p=i[h_0,\mathbf r]$, and the expectation value of a commutator with $h_0$ vanishes in a bound stationary state. Thus $\langle\mathbf p\rangle=0$, and the unpaired electron has no $c^{-2}$ error either.

## Contribution 3: the operator at order $c^{-4}$

Consider first the part of $X$ built from $\mathbf p$ and $\boldsymbol\sigma$ alone. It commutes with $\mathbf p$, so its contribution to $\mathbf r'-\mathbf r$ depends on $\mathbf p$ and $\boldsymbol\sigma$ but not on position. A spin-free vector of this kind must have the form $\mathbf p f(p^2)$. This is odd under time reversal, whereas $\mathbf r'-\mathbf r$ is even, so no such term occurs. The free-particle part stays spin-dependent. In the leading state it vanishes for paired spins, and also for an unpaired spin in a real orbital, where $\langle\mathbf p f(p^2)\rangle=0$.

The potential enters through $Y=i\boldsymbol\sigma\cdot\nabla V/(4c^3)$. Its contribution to $z'$ at order $c^{-4}$ is

$$X_1zY-\tfrac12X_1Yz-\tfrac12zX_1Y+\text{h.c.},$$

where h.c. denotes the Hermitian conjugate. Since $Y$ commutes with $z$, the first three terms combine to $\frac12[X_1,z]Y$. With $[X_1,z]=-i\sigma_z/(2c)$,

$$\tfrac12[X_1,z]Y+\text{h.c.}=\frac{\sigma_z\,\boldsymbol\sigma\cdot\nabla V+\boldsymbol\sigma\cdot\nabla V\,\sigma_z}{16c^4}=\frac{1}{8c^4}\frac{\partial V}{\partial z}.$$

This is the first spin-free correction to the dipole operator, and it is proportional to the force on the electron.

## Contribution 4: spin–orbit coupling in the state

The two-component Hamiltonian through order $c^{-2}$ is needed next. Its free part is $\sqrt{c^4+c^2p^2}-c^2=p^2/2-p^4/(8c^2)+\dots$. Its potential part follows from the formula for $O'$ with $O=V$. The term $Y$ adds nothing at this order, because $c\pi Y-2c^2X_1Y=0$. Thus

$$h=h_0-\frac{p^4}{8c^2}+\frac{\nabla^2V}{8c^2}+h_{SO},\qquad h_{SO}=\frac{\boldsymbol\sigma\cdot\boldsymbol\Lambda}{4c^2},\qquad \boldsymbol\Lambda=\nabla V\times\mathbf p .$$

The coupling $h_{SO}$ mixes the spins in $\phi$, so $\langle(\mathbf p\times\boldsymbol\sigma)_z\rangle$ could be of order $c^{-2}$. To find it, use the fact that $\langle i[h,(\mathbf r\times\boldsymbol\sigma)_z]\rangle=0$ in the stationary state $\phi$, and take the terms of $h$ in turn:

- $p^2/2$ gives $(\mathbf p\times\boldsymbol\sigma)_z$, the wanted quantity.
- $-p^4/(8c^2)$ gives $-(p^2\mathbf p\times\boldsymbol\sigma)_z/(2c^2)$. This vanishes at leading order, because the nondegenerate orbital can be chosen real and $p^2\mathbf p$ is an imaginary Hermitian operator.
- The local terms commute with $\mathbf r$ and give nothing.

The spin–orbit term remains:

$$\langle(\mathbf p\times\boldsymbol\sigma)_z\rangle=i\langle[(\mathbf r\times\boldsymbol\sigma)_z,h_{SO}]\rangle .$$

Write $(\mathbf r\times\boldsymbol\sigma)_z=\epsilon_{zab}r_a\sigma_b$ and multiply out the spin matrices:

$$[r_a\sigma_b,\sigma_d\Lambda_d]=[r_a,\Lambda_b]+i\epsilon_{bde}\sigma_e\,(r_a\Lambda_d+\Lambda_dr_a).$$

The last bracket is again imaginary and Hermitian, so it averages to zero in a real orbital. In the first, $\Lambda_b=\epsilon_{bcd}\,\partial_cV\,p_d$ gives $[r_a,\Lambda_b]=i\epsilon_{bca}\,\partial_cV$. Since $\epsilon_{zab}\epsilon_{bca}=2\delta_{zc}$,

$$\langle(\mathbf p\times\boldsymbol\sigma)_z\rangle=i\cdot\frac{2i}{4c^2}\left\langle\frac{\partial V}{\partial z}\right\rangle=-\frac{1}{2c^2}\left\langle\frac{\partial V}{\partial z}\right\rangle .$$

Division by $4c^2$ gives $-\langle\partial V/\partial z\rangle/(8c^4)$, the negative of contribution 3.

Each of the two is also zero separately at this order. From $[h_0,p_z]=i\,\partial V/\partial z$, the mean force vanishes in a bound stationary state. Since the expansion runs in powers of $c^{-2}$, the first possible error in this model is of order $c^{-6}$.

## Weighing the contributions in a model

Take two unequal Gaussian wells on the $z$ axis,

$$V=-12\,e^{-r^2/24}-3\,e^{-|\mathbf r-2\mathbf e_z|^2/4},$$

with lengths in a unit $\ell$ and energies in $\hbar^2/(m\ell^2)$. The lowest Kramers pair has a nonrelativistic $\langle z\rangle=0.8902\,\ell$. The value of $c$ in these units sets the strength of relativity. At $c=10$, $\ell$ is ten reduced Compton wavelengths, or 3.86 pm.

The numerical check diagonalizes the Dirac matrix and takes $X$ from its eigenvectors, without using the expansion. At $c=40$ it compares the transformed $z$ matrix with contributions 2 and 3 on low basis functions. The largest deviations are 0.7% and 0.5%, each relative to the largest element of the predicted term.

The table gives the relativistic shift of $\langle z\rangle$ and the picture-change errors.

| $c$ | shift of $\langle z\rangle$ ($\ell$) | $\Delta(z)$ ($\ell$) | $\Delta(r^2)$ ($\ell^2$) |
|---|---|---|---|
| 5 | $1.92\times10^{-3}$ | $-3.07\times10^{-6}$ | $-2.84\times10^{-2}$ |
| 10 | $4.83\times10^{-4}$ | $-5.27\times10^{-8}$ | $-7.39\times10^{-3}$ |
| 20 | $1.21\times10^{-4}$ | $-8.46\times10^{-10}$ | $-1.87\times10^{-3}$ |

For $r^2$ at $c=10$ the Laplacian term predicts $-0.75/100=-7.5\times10^{-3}\,\ell^2$, within 2% of the computed error. The quadrupole $2z^2-x^2-y^2$ has an error of only $-4.7\times10^{-6}\,\ell^2$ there. Doubling $c$ reduces it to $-3.0\times10^{-7}\,\ell^2$, a factor of about 16, as expected for order $c^{-4}$.

For $z$ the same doubling reduces the error by $5.27\times10^{-8}/8.46\times10^{-10}\approx62$, close to $2^6=64$. Expressed as a power, $\log_2$ of this ratio is 5.96, which supports the absence of a $c^{-4}$ term.

The force scale shows how much is missing. The root-mean-square value of $\partial V/\partial z$ is 0.83, so a $c^{-4}$ error without any averaging would be about $0.83/(8\times10^4)\approx1.0\times10^{-5}\,\ell$ at $c=10$. The actual error is some 200 times smaller. The spin term $\langle(\mathbf p\times\boldsymbol\sigma)_z\rangle/(4c^2)$ is $4.5\times10^{-9}\,\ell$. It enters $\Delta(z)$ with a minus sign and supplies about 9% of the error. The rest comes from the $c^{-4}$ operator terms evaluated in the relativistically corrected state $\phi$ and from operator terms of order $c^{-6}$ and beyond; these were not separated.

A small picture-change error does not mean a small relativistic effect. The orbital itself changes at order $c^{-2}$, and $\phi$ contains that change. With two noninteracting electrons of charge $-1$ filling the pair, the relativistic shift of the pair's dipole at $c=10$ is $-2\times4.83\times10^{-4}=-9.7\times10^{-4}\,e\ell$, or $-1.8\times10^{-4}$ D. The picture-change error is $+1.1\times10^{-7}\,e\ell$, or $2.0\times10^{-8}$ D. It is about one part in 9000 of the shift.

## What carries over to molecules

The $c^{-2}$ result carries over to any closed-shell molecule whose leading state is a spin singlet, in the limit of a complete basis. In a finite basis the renormalization forms $p^2z$ and $zp^2$ as products of matrices, so the cancellation against $\pi z\pi$ can be incomplete and leave a residue of order $c^{-2}$. This residue vanishes in the limit of a complete basis. The $c^{-2}$ result uses only $X_1$, which does not contain the potential, so at this order it does not matter whether the decoupling is built from the nuclear attraction alone or from a mean field.

The $c^{-4}$ result is narrower. The derivation assumes a local potential, the same one in $X$ and in $h$, and a nondegenerate orbital. With nonlocal exchange, $i[h_0,\mathbf r]$ is no longer $\mathbf p$, and the derivation does not settle that order.

Near a heavy nucleus the expansion itself becomes unreliable, because the local momentum is not small compared with $c$. A partial argument still applies to the core. Write $z=z_A+(z-z_A)$, with $z_A$ the position of the nucleus. The constant $z_A$ has no picture-change error. In a spherical core the average of $z-z_A$ vanishes by inversion symmetry, both with and without the transformation. In a complete basis, an error from the core can therefore arise only to the extent that its surroundings break this symmetry, by polarizing the core orbitals or by entering the potential from which $X$ is built. In a finite basis, functions on neighbouring atoms can also break it through the renormalization. The argument does not cover bonding orbitals that penetrate the core region, which are not symmetric under inversion about the nucleus, and it does not give the size of the error in heavy molecules.

## Computed results

```
well 1: depth 12.0 hbar^2/(m l^2), exponent 0.04167 l^-2, centre 0.0 l
well 2: depth 3.0 hbar^2/(m l^2), exponent 0.25000 l^-2, centre 2.0 l
nonrelativistic energy: -11.903049 hbar^2/(m l^2)
nonrelativistic <z>: 0.890225 l
nonrelativistic mean dV/dz: 6.9e-12 hbar^2/(m l^3)
nonrelativistic rms dV/dz: 0.8335 hbar^2/(m l^3)
operator test at c = 40 hbar/(m l):
  relative deviation, c^-2 spin term: 7.48e-03 (no unit)
  relative deviation, c^-4 force term: 5.36e-03 (no unit)
c = 5 hbar/(m l):
  Dirac <z> minus nonrelativistic <z>: 1.9152e-03 l
  picture-change error of z: -3.067e-06 l
  picture-change error of r^2: -2.8396e-02 l^2
  c^2 times error of r^2: -0.7099 (hbar/m)^2
  error of 2z^2-x^2-y^2: -6.879e-05 l^2
c = 10 hbar/(m l):
  Dirac <z> minus nonrelativistic <z>: 4.8335e-04 l
  picture-change error of z: -5.268e-08 l
  picture-change error of r^2: -7.3904e-03 l^2
  c^2 times error of r^2: -0.7390 (hbar/m)^2
  error of 2z^2-x^2-y^2: -4.691e-06 l^2
c = 20 hbar/(m l):
  Dirac <z> minus nonrelativistic <z>: 1.2112e-04 l
  picture-change error of z: -8.455e-10 l
  picture-change error of r^2: -1.8680e-03 l^2
  c^2 times error of r^2: -0.7472 (hbar/m)^2
  error of 2z^2-x^2-y^2: -3.013e-07 l^2
c = 40 hbar/(m l):
  Dirac <z> minus nonrelativistic <z>: 3.0299e-05 l
  picture-change error of z: -1.330e-11 l
  picture-change error of r^2: -4.6831e-04 l^2
  c^2 times error of r^2: -0.7493 (hbar/m)^2
  error of 2z^2-x^2-y^2: -1.897e-08 l^2
falling power of error of z, c 10 to 20: 5.96 (no unit)
falling power of shift of <z>, c 10 to 20: 2.00 (no unit)
c = 10, Dirac energy less m c^2: -11.904540 hbar^2/(m l^2)
c = 10, Dirac <z>: 0.890708 l
c = 10, <(p x sigma)_z>/(4c^2) in phi: 4.526e-09 l
c = 10, spin-down weight in phi: 3.689e-08 (no unit)
c = 10, error of z in smaller basis: -5.268e-08 l
c = 10, length unit l: 3.8616 pm
c = 10, pair dipole relativistic shift: -9.6670e-04 e l
  the same: -1.7930e-04 D
c = 10, pair dipole picture-change error: 1.054e-07 e l
  the same: 1.954e-08 D
```
